\section*{Self-energy of an adatom bonded to one carbon atom of graphene}

\section{What symmetry and dimensions already say}

An adatom level coupled by an amplitude $V$ to one carbon atom, site $0$, feels graphene through the Green function $G_{00}$ of that site. Its self-energy is $V^2G_{00}$, as shown below. Three facts fix the form of $G_{00}$ at low energy. Energies $E$ are measured from the Dirac point, where the Fermi level of the undoped sheet lies.

\textbf{Dimensions.} Near the Dirac point the energy is proportional to the distance $q$ in wave-vector space. In two dimensions the number of states up to $|E|$ grows as $q^2\propto E^2$, so the density of states grows as $|E|$. The hopping $t$ is the only energy of the bare lattice, and a density of states per atom has the dimension of inverse energy. Hence $\operatorname{Im}G_{00}=-c|E|$ with $c\propto 1/t^2$.

\textbf{Symmetry.} With hopping only between the two sublattices, reversing the sign of all amplitudes on one sublattice turns $H$ into $-H$. Therefore $G_{00}(-z)=-G_{00}(z)$. Together with $G_{00}(z^*)=G_{00}(z)^*$ this gives, for the retarded function,
\begin{equation}
G_{00}(-E+i0)=-G_{00}(E+i0)^*. \label{eq:ph}
\end{equation}
The real part is odd in $E$ and the imaginary part is even.

\textbf{Causality.} $G_{00}(z)$ is analytic in the upper half plane. The function
\begin{equation}
\frac{2c}{\pi}\,z\ln\frac{-iz}{\Lambda} \label{eq:form}
\end{equation}
is analytic there too. On the real axis $\ln(-iE)=\ln|E|\mp i\pi/2$ for $E\gtrless0$, so its imaginary part is $-c|E|$, as required. A correction that is real on the axis, regular at the origin and odd starts as a real multiple of $z$, which a change of $\Lambda$ absorbs. A width proportional to $|E|$ thus brings a shift proportional to $E\ln(|E|/\Lambda)$. The numbers $c$ and $\Lambda$ must come from the lattice.

\section{Model and elimination of the sheet}

The sheet is an infinite honeycomb lattice with one orbital per carbon and nearest-neighbour hopping $-t$. The adatom level has energy $\varepsilon_d$, and $V$ is real. Orbitals are orthogonal, interactions between electrons are left out, and each spin is treated separately.

Let $G=(z-H)^{-1}$ for the coupled system and let $H_g$ be the Hamiltonian of the bare sheet. The column of $(z-H)G=1$ that belongs to the adatom reads
\begin{align}
(z-\varepsilon_d)G_{dd}-VG_{0d}&=1,\\
\sum_j(z-H_g)_{ij}G_{jd}-V\delta_{i0}G_{dd}&=0 .
\end{align}
Multiplying the second line by $(z-H_g)^{-1}$ gives $G_{0d}=G_{00}VG_{dd}$, where $G_{00}$ belongs to the bare sheet. Insertion into the first line yields
\begin{equation}
G_{dd}=\frac{1}{z-\varepsilon_d-\Sigma(z)},\qquad \Sigma(z)=V^2G_{00}(z).
\end{equation}
The shift function is $\Delta(E)=\operatorname{Re}\Sigma(E+i0)$ and the width function is $\Gamma(E)=-2\operatorname{Im}\Sigma(E+i0)$.

For Bloch states the two sublattices are coupled by $-tf$, with $f=1+e^{ik_1}+e^{ik_2}$ and $k_1,k_2$ each running over $2\pi$. The diagonal element of the inverse $2\times2$ matrix is $z/(z^2-t^2|f|^2)$. With $x=z/t$,
\begin{equation}
tG_{00}=\int\!\frac{dk_1\,dk_2}{(2\pi)^2}\,\frac{x}{x^2-|f|^2}. \label{eq:bloch}
\end{equation}

\section{The first integral}

Write $R=|1+e^{ik_1}|$ and $u=1+2\cos k_1$, so that $R^2=2+2\cos k_1=1+u$. Then $|f|^2=1+R^2+2R\cos q$, where $q$ is $k_2$ up to a constant. Put $a=x^2-1-R^2=x^2-2-u$. Then $x^2-|f|^2=a-2R\cos q$. With $w=e^{iq}$,
\begin{equation}
\int_0^{2\pi}\!\frac{dq}{2\pi}\frac{1}{a-2R\cos q}
=\oint\frac{dw}{2\pi i}\frac{1}{aw-Rw^2-R}
=\frac{1}{\sqrt{a^2-4R^2}} .
\end{equation}
The poles have product $1$, so one of them, $w_-=(a-\sqrt{a^2-4R^2})/2R$, lies inside the unit circle, and its residue is $1/(a-2Rw_-)$. The condition $|w_-|<1$ selects the root $\sqrt{a-2R}\,\sqrt{a+2R}$, which for real $|a|>2R$ has the sign of $a$.

The radicand simplifies:
\begin{align}
a^2-4R^2&=(u-x^2+2)^2-4(1+u)\nonumber\\
&=(u-x^2)^2+4(u-x^2)-4u=(u-x^2)^2-4x^2\equiv D .
\end{align}

Now let $x$ be real with $0<x<1$, approached from above. Since $u\ge-1$, we have $a=-(u+2-x^2)\le-(1-x^2)<0$. Where $D>0$, the root is therefore $-\sqrt D$. Where $D<0$, $a-2R$ is negative with a small positive imaginary part and $a+2R$ is positive, so the root is $+i\sqrt{-D}$ and its inverse is $-i/\sqrt{-D}$. The integrand is even in $k_1$, so
\begin{equation}
tG_{00}=-\frac{x}{\pi}\left[\int_{D>0}\!\frac{dk_1}{\sqrt D}+i\int_{D<0}\!\frac{dk_1}{\sqrt{-D}}\right],\quad 0<k_1<\pi. \label{eq:split}
\end{equation}

\section{The second integral}

Let $s=\tan(k_1/2)$. Then $dk_1=2\,ds/(1+s^2)$ and $u=(3-s^2)/(1+s^2)$. For any $\alpha$,
\begin{equation}
u-\alpha=\frac{(3-\alpha)-(1+\alpha)s^2}{1+s^2}.
\end{equation}
The zeros of $D$ are at $\alpha=x^2\pm2x$, for which $1+\alpha=(1\pm x)^2$ and $3-\alpha=(1\mp x)(3\pm x)$. Hence
\begin{equation}
\frac{dk_1}{\sqrt{|D|}}=\frac{2\,ds}{(1-x^2)\sqrt{|(s^2-s_1^2)(s^2-s_2^2)|}},
\end{equation}
\begin{equation}
s_1^2=\frac{(1-x)(3+x)}{(1+x)^2},\qquad s_2^2=\frac{(1+x)(3-x)}{(1-x)^2}.
\end{equation}
$D$ is negative for $s_1<s<s_2$ and positive outside. Define
\begin{equation}
P_\pm=(1\pm x)^3(3\mp x)=3\pm8x+6x^2-x^4 .
\end{equation}
Then $(1-x^2)^2s_1^2=P_-$, $(1-x^2)^2s_2^2=P_+$ and $P_+-P_-=16x$.

For $s<s_1$ set $s=s_1\sin\theta$. The factor $ds=s_1\cos\theta\,d\theta$ cancels $\sqrt{s_1^2-s^2}$, which leaves
\begin{equation}
\int_0^{\pi/2}\!\frac{2\,d\theta}{\sqrt{P_+-P_-\sin^2\theta}}
=\int_0^{\pi/2}\!\frac{2\,d\varphi}{\sqrt{16x+P_-\sin^2\varphi}},
\end{equation}
with $\varphi=\pi/2-\theta$. For $s>s_2$ set $s=s_2/\sin\theta$. Then $|ds|=s_2\cos\theta\,d\theta/\sin^2\theta$ and $\sqrt{s^2-s_2^2}=s_2\cos\theta/\sin\theta$. What remains is $d\theta/\sqrt{s_2^2-s_1^2\sin^2\theta}$ again, so the two outer intervals contribute equally.

In the middle interval set $s^2=s_1^2\cos^2\theta+s_2^2\sin^2\theta$. Both $s\,ds/d\theta$ and the square root equal $(s_2^2-s_1^2)\sin\theta\cos\theta$, which leaves $d\theta/s$. Collecting the pieces,
\begin{align}
t\operatorname{Re}G_{00}&=-\frac{4x}{\pi}\int_0^{\pi/2}\!\frac{d\varphi}{\sqrt{16x+P_-\sin^2\varphi}},\label{eq:re}\\
t\operatorname{Im}G_{00}&=-\frac{2x}{\pi}\int_0^{\pi/2}\!\frac{d\theta}{\sqrt{P_-\cos^2\theta+P_+\sin^2\theta}}.\label{eq:im}
\end{align}
These hold for $0<E<t$ without a low-energy approximation. Continued to $z=(0.30+0.05i)t$, they agree with the sum (\ref{eq:bloch}) on a $1200\times1200$ mesh to a relative $2\times10^{-16}$.

\section{Width}

The radicand in (\ref{eq:im}) is $3+6x^2-x^4-8x\cos2\theta$. As $x\to0$ the integral tends to $\pi/(2\sqrt3)$, so $t\operatorname{Im}G_{00}\to-x/\sqrt3$ and
\begin{equation}
\Gamma(E)=\frac{2V^2|E|}{\sqrt3\,t^2}. \label{eq:gamma}
\end{equation}
Equation (\ref{eq:ph}) supplies the modulus for negative $E$. To next order,
\begin{equation}
\frac{1}{\sqrt{3+6x^2-8x\cos2\theta}}\simeq\frac{1}{\sqrt3}\left[1-x^2+\tfrac43x\cos2\theta+\tfrac83x^2\cos^22\theta\right].
\end{equation}
The average of $\cos2\theta$ is $0$ and that of $\cos^22\theta$ is $1/2$. The width is therefore multiplied by $1+x^2/3$.

Counting states gives the same law. Near a Dirac point, $|f|^2\simeq q_1^2+q_2^2-q_1q_2$. The region $|f|<x$ is an ellipse of area $\pi x^2/\sqrt{3/4}=2\pi x^2/\sqrt3$. Two such regions fill a fraction $x^2/(\sqrt3\pi)$ of the zone area $4\pi^2$, and each state has half its weight on a given sublattice. Differentiating $x^2/(2\sqrt3\pi)$ with respect to $E$ gives the density of states per atom and spin,
\begin{equation}
\rho(E)=\frac{|E|}{\sqrt3\,\pi t^2},
\end{equation}
and (\ref{eq:gamma}) is the golden-rule width $2\pi V^2\rho(E)$.

\section{Shift}

At $x=0$ the integrand of (\ref{eq:re}) would be $1/(\sqrt3\sin\varphi)$, which diverges at $\varphi=0$. The term $16x$ cuts this off and produces the logarithm. With $\delta^2=16x/P_-$ the integral is $P_-^{-1/2}L_\delta$, where
\begin{align}
L_\delta&=\int_0^{\pi/2}\!\frac{d\varphi}{\sqrt{\sin^2\varphi+\delta^2}}\nonumber\\
&=\int_0^{\pi/2}\!\frac{\cos\varphi\,d\varphi}{\sqrt{\sin^2\varphi+\delta^2}}
+\int_0^{\pi/2}\!\frac{(1-\cos\varphi)\,d\varphi}{\sqrt{\sin^2\varphi+\delta^2}} .
\end{align}
The first part is $\operatorname{arsinh}(1/\delta)\to\ln(2/\delta)$. In the second, $\delta$ may be set to zero, because $(1-\cos\varphi)/\sin\varphi=\tan(\varphi/2)$ is bounded. It gives $-2\ln\cos(\pi/4)=\ln2$. So $L_\delta=\ln(4/\delta)+o(1)$. Since $P_-=3+O(x)$ and $x\ln x\to0$,
\begin{equation}
\frac{L_\delta}{\sqrt{P_-}}\to\frac{1}{\sqrt3}\,\frac12\ln\frac{16\cdot3}{16x}=\frac{1}{2\sqrt3}\ln\frac3x .
\end{equation}
Multiplication by $-4xV^2/(\pi t)$ gives
\begin{equation}
\Delta(E)=bE\ln\frac{|E|}{3t},\qquad b=\frac{2V^2}{\sqrt3\,\pi t^2}, \label{eq:shift}
\end{equation}
extended to negative $E$ by oddness. In (\ref{eq:form}), $c=1/(\sqrt3t^2)$ and $\Lambda=3t$, which here equals the half-width of the band. Note that $\Gamma=\pi b|E|$.

At $z=(\pm0.05+0.02i)t$ the logarithmic form differs from the Bloch sum by a relative $8\times10^{-4}$ on both sides of the Dirac point. When $E$ is halved from $0.27$ eV at $t=2.7$ eV, the error of (\ref{eq:gamma}) falls by a factor of $8.03$, close to the $8$ of a cubic correction. The error of (\ref{eq:shift}) falls by a factor of $6.41$. This is consistent with a cubic term times a logarithm, though it does not prove that form.

\section{From self-energy to resonance}

The shift function is not the displacement of the level, because it depends on the energy at which it is evaluated. The resonance solves $E-\varepsilon_d-\Delta(E)=0$. With $\ell=\ln(3t/|E|)$ this is
\begin{equation}
E_r(1+b\ell)=\varepsilon_d . \label{eq:res}
\end{equation}
The level is pulled towards the Dirac point. The slope of $E-\Delta(E)$ is $1+b\ell-b$, so near $E_r$
\begin{equation}
G_{dd}\simeq\frac{Z}{E-E_r+iZ\Gamma/2},\qquad Z=\frac{1}{1+b(\ell-1)},
\end{equation}
and the line has full width $Z\Gamma(E_r)$. This form treats $\Gamma$ as constant across the line. It neglects the slope $\Gamma'/2=\pi b/2$ against $1+b(\ell-1)$. Two limits are useful.

\textbf{Weak coupling}, $b\ell\ll1$: $Z\to1$, the level stays near $\varepsilon_d$, and its width is the golden-rule value.

\textbf{Resonance close to the Dirac point}, $b(\ell-1)\gg1$: the relative width is
\begin{equation}
\frac{Z\Gamma}{|E_r|}=\frac{\pi b}{1+b(\ell-1)}\to\frac{\pi}{\ell-1}.
\end{equation}
At a given $E_r$ the coupling drops out. The Lorentzian form behind this limit also needs $\ell-1\gg\pi/2$. At very strong coupling the actual full width at half maximum lies below $\pi|E_r|/(\ell-1)$ by about $6\,\%$ at $E_r=12$ meV and $14\,\%$ at $0.1$ eV, for $t=2.7$ eV. The line sharpens relative to its energy, but only logarithmically.

\section{Example: hydrogen on top of a carbon atom}

Rough typical tight-binding values are $t=2.7$ eV, $V=7$ eV and $\varepsilon_d=0.2$ eV. Then
\begin{equation}
b=\frac{2\times49}{\sqrt3\,\pi\times7.29}=2.47,\qquad \frac{\Gamma}{|E|}=\pi b=7.76 .
\end{equation}
The low-energy laws compare with the full integrals (\ref{eq:re}) and (\ref{eq:im}) as follows.
\begin{center}
\begin{tabular}{ccccc}
$E$ (eV) & $\Delta$, law & $\Delta$, full & $\Gamma$, law & $\Gamma$, full\\
0.01 & $-0.1655$ & $-0.1655$ & 0.0776 & 0.0776\\
0.10 & $-1.0857$ & $-1.0861$ & 0.7761 & 0.7765\\
0.50 & $-3.440$ & $-3.471$ & 3.881 & 3.926
\end{tabular}
\end{center}
At $0.5$ eV the laws are still within about 1\,\% of the full integrals.

Equation (\ref{eq:res}) gives $E_r=11.65$ meV. There $\ell=\ln(8.1/0.01165)=6.54$ and $1+b\ell=17.2$, and indeed $0.2/17.2=0.0116$ eV. The width function is $7.76\times11.65=90.4$ meV, far larger than $E_r$. But $Z=1/(1+2.47\times5.54)=0.068$, so the line width is $0.068\times90.4=6.15$ meV. The small $Z$ also means that this line is not simply the displaced hydrogen level. It holds only about $7\,\%$ of the adatom orbital. In this model about half of the orbital sits in two states split off from the band, near $\pm8.9$ eV, and the rest is spread over the band.

The spectral function computed with the full integrals peaks at $11.27$ meV and has a full width at half maximum of $5.84$ meV. The peak lies below $E_r$ because $\Gamma$ grows with energy. The spectral function contains the detuning $E-\varepsilon_d-\Delta$ only as a square, so at $E_r$, where the detuning vanishes, it adds nothing to the slope. The slope there is that of $2/(\pi\Gamma)$, namely $-2\Gamma'/(\pi\Gamma^2)<0$.

\section{What the model leaves out}

\textbf{Second-neighbour hopping} $-t'$ adds $-t'(|f|^2-3)$ to both sublattices. Measured from the displaced Dirac point, $z$ becomes $z+t'|f|^2$ in the Bloch sum. At $z\to0$ the integrand is $t'/(t'^2|f|^2-t^2)\simeq-t'/t^2$, so $\Sigma$ gains the constant $-V^2t'/t^2$. For a rough $t'=0.1$ eV this is $-0.67$ eV, three times $\varepsilon_d$ in size. Added to $\varepsilon_d$, it moves the resonance from $+12$ to $-32$ meV, provided that $\varepsilon_d$ keeps its distance from the Dirac point. The Dirac point itself rises by $3t'=0.3$ eV relative to the carbon level. If $\varepsilon_d$ is fixed to that level instead, the resonance lies near $-59$ meV.

\textbf{Coupling $V_2$ to the three neighbouring carbons} adds the cross term $2VV_2\sum_nG_{n0}$. The equation of motion $zG_{00}+t\sum_nG_{n0}=1$ gives $\sum_nG_{n0}\to1/t$, hence a constant $2VV_2/t$. For $V_2=0.1$ eV, an illustrative value with the sign of $V$, this is $+0.52$ eV, and the resonance moves to $54$ meV.

Both terms break the symmetry behind (\ref{eq:ph}), which is why a constant is allowed. Apart from the constant, $\Sigma$ hardly changes: at $z=0.05i$ eV, where the nearest-neighbour $\Sigma$ is purely imaginary, the imaginary part changes by $0.2\,\%$ and $0.01\,\%$ respectively. At imaginary $z$ the terms of first order in $t'$ and $V_2$ enter only the real part. On the real axis the changes stay below $0.5\,\%$ at $|E|\approx0.06$ eV, and for $t'$ they reach about $1.5\,\%$ at $0.3$ eV. A level energy fitted within the nearest-neighbour model absorbs such constants.

\textbf{Changes at the bonded carbon.} Write $G_{00}=1/(z-S)$, where $S$ describes hopping out and back through the three bonds. Real hydrogen pulls its carbon out of the plane and weakens these bonds. Scaling them by $0.9$ scales $S$ by $0.81$. Since $|z|\ll|S|$ at low energy, $\Sigma$ grows by a factor of $1/0.81=1.23$. A carbon on-site shift $U_0$ gives $G_{00}/(1-U_0G_{00})$. At $E_r$ and $U_0=1$ eV this changes $\Sigma$ by $0.4\,\%$, because $G_{00}$ is small there.

\textbf{Interactions and temperature.} In mean field, Coulomb repulsion on the adatom moves $\varepsilon_d$, possibly by different amounts for the two spins. An upward move of $1$ eV puts the resonance at $102$ meV. At $300$ K the thermal energy is $26$ meV, more than both $E_r$ and the line width, so thermally averaged transport would not resolve this line.

For real hydrogenated graphene, then, the position of $12$ meV is a property of the chosen parameters: corrections of ordinary size move it by tens of meV and can change its sign. The linear width and the logarithmic shift are sturdier. They require an isolated adatom and a sheet without a gap and with a uniform potential, large enough that its level spacing is not resolved at the energies considered. For the line at $12$ meV, isolated means several tens of nanometres from the next adatom. Two such resonances on opposite sublattices couple through the sheet by roughly $ZV^2|G_{0j}|$, where $j$ is the carbon below the second adatom. This depends on the site and the direction, because the waves from the two Dirac points interfere. At a distance of $10$ nm it ranges from nearly zero to about $10$ meV, typically $7$ meV, which is more than the line width. At $50$ nm it is typically $2$ meV and below $3$ meV. Pairs on the same sublattice couple by $2$ to $4.5$ meV at $10$ nm and by $1$ to $2.3$ meV at $50$ nm.

\section*{Computed values}
\begin{verbatim}
hopping t = 2.70 eV, coupling V = 7.00 eV, level e_d = 0.20 eV
logarithm scale 3t = 8.100 eV
scale extracted from lattice at 0.01 eV = 8.1002 eV
shift coefficient b = 2.4705 (dimensionless)
width coefficient Gamma/|E| = 7.7614 (dimensionless)
E (eV) | shift: formula, lattice (eV) | Gamma: formula, lattice (eV)
 0.01 |  -0.16545  -0.16545 |  0.07761  0.07761
 0.05 |  -0.62845  -0.62851 |  0.38807  0.38811
 0.10 |  -1.08566  -1.08608 |  0.77614  0.77649
 0.50 |  -3.44021  -3.47065 |  3.88068  3.92591
remainder ratio on halving E from 0.270 eV: shift 6.41, width 8.03
torus test of elimination, relative error = 6.9e-16
exact integrals against Bloch sum, relative error = 2.1e-16
log form against Bloch sum, E>0 and E<0: relative errors = 8.2e-04, 8.2e-04
mesh 600x600 to 1200x1200, relative shift of G_00 = 2.8e-07
resonance from formula = 11.650 meV
shift function at resonance = -0.1884 eV
Gamma at resonance = 90.42 meV
renormalization factor Z = 0.0680
renormalized width Z*Gamma = 6.152 meV
lattice spectral peak = 11.267 meV
lattice full width at half maximum = 5.841 meV
Neglected effects:
second-neighbour hopping 0.1 eV: constant = -0.6737 eV, resonance -> -32.3 meV
next-carbon coupling 0.1 eV: constant = 0.5182 eV, resonance -> 53.6 meV
their change of the energy-dependent part at i*0.05 eV = 0.221 %, 0.011 %
Coulomb shift of level by +1 eV: resonance -> 101.5 meV
three bonds weakened by 10 %: |Sigma| times 1.2346
carbon on-site shift 1 eV: relative change of Sigma = 0.394 %
thermal energy at 300 K = 25.85 meV
\end{verbatim}
